# Silicon donor ground state under [001] strain from singlet–doublet valley mixing

The conduction band of silicon has six equivalent minima, or valleys, on the cubic axes. They are labelled $+x,-x,+y,-y,+z,-z$, and vectors of valley amplitudes below use this order. For a shallow substitutional donor, $|j\rangle$ denotes the product of the Bloch function at minimum $j$ and the lowest, 1s-like envelope of that valley. The six functions are taken as orthonormal, and higher envelope states are left out, as are spin and spin–orbit coupling. The strain has the components $\varepsilon_{xx}=\varepsilon_{yy}$ and $\varepsilon_{zz}$, with no shear, and tensile strain is positive. This covers stress along [001], for which the lateral strain is generally not zero, as well as strictly uniaxial strain with $\varepsilon_{xx}=0$. Energies are in meV and deformation potentials in eV. The zero of energy is the ground state of the unstrained donor.

Without strain, the donor site has tetrahedral symmetry. Its 24 operations are the permutations of $x,y,z$ combined with sign changes that preserve the product $xyz$. The four operations that keep the $+z$ direction fixed also leave the Bloch function of that minimum unchanged, because it belongs to the fully symmetric representation of this subgroup. The other five valley functions can therefore be defined by applying site operations to $|{+z}\rangle$, without ambiguity of phase, and the site operations then simply permute the six functions.

A Hamiltonian that is invariant under these permutations has one common diagonal element $d$, one coupling $a$ between opposite valleys, and one coupling $b$ between valleys on different axes. Both couplings are real: some site operation exchanges the two valleys of any pair, so that $H_{ij}=H_{ji}$, while Hermiticity requires $H_{ij}=H_{ji}^*$.

The eigenstates follow from the amplitudes. If all six are equal, each valley receives $d$ from itself, $a$ from its opposite and $b$ from four others, which gives the energy $d+a+4b$. This is the singlet $A_1$. If the two valleys of an axis have equal amplitudes $s_x,s_y,s_z$ with $s_x+s_y+s_z=0$, the $x$ valleys receive

$$(d+a)s_x+2b(s_y+s_z)=(d+a-2b)s_x ,$$

and likewise for $y$ and $z$. Two independent choices of the amplitudes exist, so this is the doublet $E$. If the amplitudes on one axis are opposite and the others vanish, the perpendicular couplings cancel and the energy is $d-a$. There is one such state per axis, and together they form the triplet $T_2$.

Let the doublet lie at $\Delta>0$ and the triplet at $t>0$ above the singlet. Then

$$d+a+4b=0,\qquad d+a-2b=\Delta,\qquad d-a=t .$$

Subtracting the first equation from the second gives $-6b=\Delta$. Hence

$$b=-\frac{\Delta}{6},\qquad d+a=\frac{2\Delta}{3},\qquad a=\frac12\left(\frac{2\Delta}{3}-t\right).$$

Strain changes the energies of the minima. In the linear deformation-potential approximation, a valley along the unit vector $\mathbf n$ shifts by

$$\delta E_{\mathbf n}=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n ,$$

with $\Xi_u>0$. Homogeneous strain preserves the lattice periodicity and so does not by itself couple minima at different wave vectors. The model further assumes that strain leaves the envelopes and the couplings $a$ and $b$ unchanged. The strain operator is then diagonal in the valley basis. Averaging $\mathbf n\cdot\varepsilon\cdot\mathbf n$ over the six valleys gives $\mathrm{Tr}\,\varepsilon/3$, so the mean shift is

$$h=\left(\Xi_d+\frac{\Xi_u}{3}\right)(2\varepsilon_{xx}+\varepsilon_{zz}).$$

The mean shift moves all six levels together. What remains for a $z$ valley is

$$\Xi_u\left(\varepsilon_{zz}-\frac{2\varepsilon_{xx}+\varepsilon_{zz}}{3}\right)=\frac{2u}{3},\qquad u=\Xi_u(\varepsilon_{zz}-\varepsilon_{xx}),$$

and for an $x$ or $y$ valley it is $-u/3$. The energy $u$ is thus the height of the $z$ valleys above the other four. Compression along [001] with lateral expansion makes $u$ negative and lowers the $z$ valleys relative to the other four.

Let $V$ be this remaining, traceless part of the strain operator. A suitable basis for the singlet and the doublet is

$$A_1=\frac{(1,1,1,1,1,1)}{\sqrt6},\quad E_z=\frac{(-1,-1,-1,-1,2,2)}{\sqrt{12}},\quad E_{xy}=\frac{(1,1,-1,-1,0,0)}{2}.$$

The state $E_{xy}$ occupies only valleys that shift by $-u/3$, so it is an eigenvector of $V$. The same holds for each triplet state, which lives on a single axis. These four states are eigenvectors of the unstrained Hamiltonian as well, and they remain eigenstates under strain. The two-dimensional space left over, spanned by $A_1$ and $E_z$, is therefore closed under the full Hamiltonian. Mixing the singlet with one doublet component is thus no further approximation within the six-valley model. It does depend on equal in-plane strains: if they differ, the doublet component $E_{xy}$ couples to the singlet with the matrix element $\Xi_u(\varepsilon_{xx}-\varepsilon_{yy})/\sqrt6$.

The matrix elements of $V$ in the two-dimensional space are sums over four valleys with shift $-u/3$ and two with shift $2u/3$:

$$\langle A_1|V|A_1\rangle=\frac16\left[4\left(-\frac u3\right)+2\left(\frac{2u}{3}\right)\right]=0,$$

$$\langle E_z|V|E_z\rangle=\frac1{12}\left[4\left(-\frac u3\right)+8\left(\frac{2u}{3}\right)\right]=\frac u3,$$

$$\langle A_1|V|E_z\rangle=\frac1{\sqrt{72}}\left[4\left(\frac u3\right)+4\left(\frac{2u}{3}\right)\right]=\frac{4u}{6\sqrt2}=\frac{\sqrt2\,u}{3}.$$

With energies measured from $h$, the Hamiltonian in the basis $(A_1,E_z)$ is

$$H=\begin{pmatrix}0&\sqrt2\,u/3\\ \sqrt2\,u/3&\Delta+u/3\end{pmatrix}.$$

Its eigenvalues $\epsilon$ satisfy

$$\epsilon\left(\epsilon-\Delta-\frac u3\right)=\frac{2u^2}{9}.$$

The discriminant of this quadratic equation is

$$\left(\Delta+\frac u3\right)^2+\frac{8u^2}{9}=\Delta^2+\frac{2\Delta u}{3}+u^2\equiv S^2 ,$$

and the two roots are $\epsilon_\pm=\frac12(\Delta+u/3\pm S)$. Restoring the mean shift to the lower root gives

$$\boxed{E_g=h+\frac12\left[\Delta+\frac u3-\sqrt{\Delta^2+\frac{2\Delta u}{3}+u^2}\,\right].}$$

Since $S^2=(u+\Delta/3)^2+8\Delta^2/9$, the two mixed levels never meet. Their separation $S$ is smallest at $u=-\Delta/3$, where it equals $2\sqrt2\,\Delta/3$.

It remains to show that this level is the lowest of the six. The others, measured from $h$, are $\epsilon_+$, $\Delta-u/3$ for $E_{xy}$, $t-u/3$ for the two triplet states on the $x$ and $y$ axes, and $t+2u/3$ for the triplet state on the $z$ axis. The comparison is easiest in a second basis of the same two-dimensional space,

$$Z=\frac{(0,0,0,0,1,1)}{\sqrt2},\qquad X=\frac{(1,1,1,1,0,0)}{2}.$$

In $Z$ each valley is coupled only to its opposite. In $X$ it is coupled to its opposite and to two perpendicular valleys. The mean energies are therefore

$$\langle Z|H|Z\rangle=d+a+\frac{2u}{3}=\frac{2\Delta}{3}+\frac{2u}{3},$$

$$\langle X|H|X\rangle=d+a+2b-\frac u3=\frac{\Delta}{3}-\frac u3 .$$

The coupling between them contains eight valley pairs and equals $8b/(2\sqrt2)=-\sqrt2\,\Delta/3$. Because it is not zero, neither $Z$ nor $X$ is an eigenstate, and the lower root lies strictly below both mean energies:

$$\epsilon_-<\frac{2\Delta}{3}+\frac{2u}{3},\qquad \epsilon_-<\frac{\Delta}{3}-\frac u3 .$$

The second inequality places $\epsilon_-$ below $E_{xy}$, and below the $x$ and $y$ triplet states if $t\ge\Delta/3$. The first places it below the $z$ triplet state if $t\ge2\Delta/3$. The boxed energy is thus the ground-state energy at every $u$ when

$$t\ge\frac{2\Delta}{3}.$$

This is the same as $a\le0$: within an opposite pair of valleys, the even combination must not lie above the odd one.

If $t<2\Delta/3$, strong compression brings the $z$ triplet state below the mixed state. The crossing follows from inserting $\epsilon=t+2u/3$ into the secular equation:

$$\left(t+\frac{2u}{3}\right)\left(t-\Delta+\frac u3\right)=\frac{2u^2}{9}.$$

The quadratic terms in $u$ cancel, which leaves $t(t-\Delta)+u(t-2\Delta/3)=0$ and

$$u^*=-\frac{3t(\Delta-t)}{2\Delta-3t}.$$

The equation is linear, so there is one crossing, and for $u<u^*$ the boxed expression no longer gives the ground state. If even $t<\Delta/3$, the same calculation with $\epsilon=t-u/3$ gives a further crossing at $u=3t(\Delta-t)/(\Delta-3t)$, beyond which the $x$ and $y$ triplet states are lowest.

The composition of the mixed state shows what the strain does. Write it as $\cos\theta\,A_1+\sin\theta\,E_z$. The first row of the matrix equation gives $\tan\theta=\epsilon_-/W$ with $W=\sqrt2\,u/3$. Since $\epsilon_-\le0$, the angle is positive for $u<0$, and the admixture then adds amplitude to the lowered $z$ valleys. The product of the roots is $\epsilon_+\epsilon_-=-W^2$, so the singlet weight is

$$w=\cos^2\theta=\frac{W^2}{W^2+\epsilon_-^2}=\frac{\epsilon_+}{\epsilon_+-\epsilon_-}=\frac12\left[1+\frac{\Delta+u/3}{S}\right].$$

The total population $p_z$ of the two $z$ valleys follows from the Hellmann–Feynman theorem. The derivative of the Hamiltonian with respect to $u$ is $2/3$ on the $z$ valleys and $-1/3$ on the others, so

$$\frac{d\epsilon_-}{du}=\frac23p_z-\frac13(1-p_z)=p_z-\frac13 .$$

Direct differentiation, with $dS/du=(u+\Delta/3)/S$, then gives

$$p_z=\frac13+\frac12\left[\frac13-\frac{u+\Delta/3}{S}\right]=\frac12\left[1-\frac{u+\Delta/3}{S}\right].$$

At $u=0$ this is $1/3$, as it must be for two valleys out of six.

For weak strain, set $x=u/\Delta$ and $\eta=2x/3+x^2$. The expansion $\sqrt{1+\eta}=1+\eta/2-\eta^2/8+\eta^3/16-\dots$ gives, through third order,

$$\frac S\Delta=1+\frac x3+\left(\frac12-\frac1{18}\right)x^2+\left(-\frac16+\frac1{54}\right)x^3=1+\frac x3+\frac{4x^2}{9}-\frac{4x^3}{27}.$$

The constant and linear terms cancel in the energy:

$$E_g-h=-\frac{2u^2}{9\Delta}+\frac{2u^3}{27\Delta^2}+O(u^4).$$

There is no linear term because the singlet occupies all valleys equally and feels only their mean shift. The cubic term makes the response to compression stronger than that to tension. The series has a finite range: $S$ vanishes at two complex conjugate values of $x$ whose product is 1, so both have modulus 1, and the expansion converges for $|u|<\Delta$.

For strong strain, the same expansion in $\Delta/u$ reads

$$S=|u|\left[1+\frac{\Delta}{3u}+\frac{4\Delta^2}{9u^2}+\dots\right].$$

For $u<0$, where $|u|=-u$, and for $u>0$ this gives respectively

$$E_g-h\simeq\frac{2u}{3}+\frac{2\Delta}{3}-\frac{2\Delta^2}{9|u|},\qquad E_g-h\simeq-\frac u3+\frac\Delta3-\frac{2\Delta^2}{9u}.$$

The leading terms are the mean energies of $Z$ and $X$. The electron ends up in two valleys under compression and in four under tension. Its singlet weight tends to $1/3$ and $2/3$, the squared overlaps of $Z$ and $X$ with $A_1$.

The ionization energy behaves differently from the level itself, because the conduction-band edge moves too. If $I_0$ is the ionization energy without strain, the edge lies at $I_0+h+\min(2u/3,-u/3)$. For $t\ge2\Delta/3$, when the mixed state is the ground state at every strain, the ionization energy is therefore

$$I=I_0+\min\left(\frac{2u}{3},-\frac u3\right)-\epsilon_- .$$

The mean shift cancels. For $u<0$ the loss $I_0-I=\epsilon_--2u/3$ has the derivative $p_z-1<0$, so it grows steadily with compression, from zero towards $2\Delta/3$. For $u>0$ the loss $\epsilon_-+u/3$ has the derivative $p_z>0$ and grows from zero towards $\Delta/3$. Strain of either sign thus lowers the donor level relative to the mean valley energy and yet binds the electron less firmly to the band edge. The edge follows the lowest valleys at once, whereas the donor electron can follow them only by giving up part of the energy gained from coupling all six valleys. At weak strain, $|u|\ll\Delta$, it still occupies all six almost equally, and the loss is mainly the shift of the edge from the mean valley energy, $2|u|/3$ under compression and $u/3$ under tension. At strong strain the loss is mainly coupling energy, and it is larger under compression because only two coupled valleys remain instead of four.

A numerical example uses round model parameters: $\Delta=12$ meV, $t=11$ meV, $\Xi_u=10$ eV, $\Xi_d=1$ eV, $I_0=45$ meV and $\varepsilon_{xx}=-0.3\,\varepsilon_{zz}$. The couplings are $b=-2$ meV and $a=\frac12(8-11)=-1.5$ meV. Since $t$ exceeds $2\Delta/3=8$ meV, the mixed state is the ground state at every strain. With $t=6$ meV instead, the $z$ triplet state would take over below $u^*=-18$ meV.

For 0.1% compression, $\varepsilon_{zz}=-0.0010$ and $\varepsilon_{xx}=0.0003$. Then

$$u=10\,000\times(-0.0013)=-13\ \text{meV},$$

$$h=\left(1000+\frac{10\,000}{3}\right)\times(-0.0004)=-1.73\ \text{meV}.$$

Relative to $h$, the $z$ valleys move by $-8.67$ meV and the other four by $+4.33$ meV. The doublet diagonal element is $12-4.33=7.67$ meV, and the coupling to the singlet is $-6.13$ meV. The root is

$$S=\sqrt{144-104+169}=14.46\ \text{meV},$$

so that

$$E_g-h=\frac12(7.67-14.46)=-3.40\ \text{meV},\qquad E_g=-5.13\ \text{meV}.$$

Diagonalizing the six-valley matrix gives the same value of $E_g-h$ to all printed digits. This checks the algebra, but not the assumption that the envelopes and couplings are unaffected by strain. The next level is the $z$ triplet state at $11-8.67=2.33$ meV from $h$. The first excitation energy has therefore dropped from 11 to 5.7 meV.

The second-order estimate is $-3.13$ meV, about 8% smaller in magnitude than the full result. Including the third order gives $-4.26$ meV, which is about 25% too large in magnitude. Here $|u|/\Delta=1.08$, just outside the range of convergence, so further terms cannot be relied on to improve the estimate.

The singlet weight is $\frac12(1+7.67/14.46)=0.77$, and the $z$ valleys hold $\frac12(1+9/14.46)=0.81$ of the electron instead of one third. The band edge moves by $-1.73-8.67=-10.40$ meV, about twice as far as the donor level, and the ionization energy becomes

$$I=45-10.40+5.13=39.7\ \text{meV}.$$

Tension of 0.1% reverses the signs of $u$ and $h$. Now $E_g-h$ is $-2.04$ meV, a weaker lowering than under compression, as the cubic term indicates. The positive mean shift of 1.73 meV offsets most of it, and $E_g=-0.31$ meV. This near-cancellation depends on the chosen $\Xi_d$, which enters $E_g$ through $h$ but affects neither the valley populations nor the ionization energy. Here the small movement of the level hides a considerable redistribution: the $z$ population has fallen to 0.08, and the ionization energy to 42.7 meV.

At 1% strain the ionization energies are 37.3 meV under compression and 41.2 meV under tension, close to the limits $45-8=37$ meV and $45-4=41$ meV. The remaining distances, 0.25 and 0.24 meV, agree to leading order with $2\Delta^2/(9|u|)=0.25$ meV at $|u|=130$ meV. The model is least secure here. The valleys are split by 130 meV, well above the binding energy, so the 1s levels of the raised valleys lie above the lowered band edge, among the continuum states of the lowered valleys. This sets in much earlier: the highest 1s level reaches the edge at $|u|=I_0-\Delta=33$ meV under compression and at $u=I_0-t=34$ meV under tension, that is at about 0.25% strain, so the 0.3% entries of the table are already in this regime. Couplings to states outside the 1s manifold, which the model leaves out, may then matter. Changes of the envelopes and of the couplings with strain could also alter the limiting values, which were derived with $d$, $a$ and $b$ held at their unstrained values. The numerical output lists the intermediate strains.

## Computed results

```
Model parameters
doublet E above A1, Delta = 12.0 meV
triplet T2 above A1, t = 11.0 meV
Xi_u = 10.0 eV, Xi_d = 1.0 eV
unstrained ionization energy = 45.0 meV
lateral contraction ratio -exx/ezz = 0.30
diagonal element d = 9.50 meV
opposite-valley coupling a = -1.50 meV
perpendicular-valley coupling b = -2.00 meV
triplet condition: 2 Delta/3 = 8.00 meV
Main case
ezz = -0.10 %, exx = 0.030 %
u = -13.000 meV
mean valley shift h = -1.733 meV
z-valley shift from h = -8.667 meV
x,y-valley shift from h = 4.333 meV
doublet diagonal Delta + u/3 = 7.667 meV
singlet-doublet coupling = -6.128 meV
S = 14.457 meV
E_g - h, formula = -3.3951 meV
E_g - h, six-valley matrix = -3.3951 meV
second-order estimate = -3.1296 meV
estimate through third order = -4.2598 meV
E_g from unstrained A1 = -5.128 meV
six levels from h (meV): -3.395 2.333 11.062 15.333 15.333 16.333
A1 weight = 0.7652
total z-valley population = 0.8113
band-edge shift = -10.400 meV
ionization energy = 39.728 meV
crossing if t were 6.0 meV: u* = -18.00 meV
Table: ezz(%) u(meV) E_g-h(meV) E_g(meV) ioniz.(meV) w_A1 p_z
 -1.00  -130.00  -78.920  -96.253  37.253 0.3762 0.9980
 -0.30   -39.00  -18.892  -24.092  37.892 0.4864 0.9758
 -0.10   -13.00   -3.395   -5.128  39.728 0.7652 0.8113
  0.00     0.00    0.000    0.000  45.000 1.0000 0.3333
  0.10    13.00   -2.044   -0.310  42.710 0.8999 0.0838
  0.30    39.00   -9.732   -4.532  41.732 0.7811 0.0165
  1.00   130.00  -39.572  -22.238  41.238 0.7057 0.0018
ionization limit, u to -infinity = 37.00 meV
ionization limit, u to +infinity = 41.00 meV
```
